# Peak temperature of a heated line with conductivity proportional to 1/T

## Problem

A straight silicon heater line of length $L$ and constant cross-section is suspended in vacuum between two large pads. A current heats it uniformly, with power $q$ per unit volume. Both ends are held at $T_0=300$ K, no heat leaves through the sides, and the state is steady. The thermal conductivity falls with absolute temperature as

$$k(T)=k_0\,\frac{T_0}{T},$$

where $k_0$ is its value at $T_0$. If the conductivity stayed at $k_0$, the middle of the line would be 300 K hotter than the ends. How hot does the middle really become?

## A tempting solution

First take the conductivity to be a constant $k$, and measure $x$ from the left end. The heat balance is $k\,T''=-q$. Integrating twice with $T(0)=T_0$ gives

$$T=T_0+Cx-\frac{q x^2}{2k}.$$

The condition $T(L)=T_0$ requires $C=qL/(2k)$, so

$$T-T_0=\frac{q\,x(L-x)}{2k}.$$

The product $x(L-x)$ is largest at $x=L/2$, where it equals $L^2/4$. The peak rise is therefore $qL^2/(8k)$. For $k=k_0$ call it

$$D=\frac{qL^2}{8k_0}=300\ \text{K}.$$

Now comes the tempting step. The hot spot has the temperature $T_p$, so one inserts the conductivity found there, $k=k_0T_0/T_p$, into the formula for the rise:

$$T_p-T_0=\frac{qL^2}{8k_0}\,\frac{T_p}{T_0}=D\,\frac{T_p}{T_0}.$$

With $D=T_0$ the right side is $T_p$, and the equation becomes $T_p-T_0=T_p$, which has no solution. The conclusion would be that the line has no steady state at this power and heats up without limit.

## Where the fault lies

The formula $qL^2/(8k)$ was derived with one value of $k$ along the whole line. The tempting step gives every part of the line the conductivity of its hottest point.

That point is the worst one to choose. By symmetry, half of the heat leaves through each end, and the heat flow per unit area at $x$ is $q(L/2-x)$ towards the left end. It is zero in the middle, where the conductivity is lowest, and largest at the ends, where the conductivity is still $k_0$. The temperature drop has to be added up piece by piece, each piece with its own conductivity.

## Right solution

The heat balance for a variable conductivity is

$$\frac{d}{dx}\!\left[k(T)\frac{dT}{dx}\right]+q=0 .$$

Here $k$ must stay inside the outer derivative. The equation is nonlinear in $T$, but Kirchhoff's transformation makes it linear. Define a new variable, also in kelvin,

$$\theta=T_0+\frac{1}{k_0}\int_{T_0}^{T}k(T')\,dT'.$$

The derivative of the integral with respect to its upper limit is $k(T)$, so the chain rule gives

$$\frac{d\theta}{dx}=\frac{k(T)}{k_0}\frac{dT}{dx},\qquad\text{or}\qquad k(T)\frac{dT}{dx}=k_0\frac{d\theta}{dx}.$$

The heat balance turns into $k_0\theta''=-q$. At the ends $T=T_0$, the integral vanishes, and $\theta=T_0$. These are the equation and the end conditions of the constant-conductivity line. Hence $\theta$ is the temperature that the line would have with constant $k_0$:

$$\theta-T_0=\frac{q\,x(L-x)}{2k_0},\qquad \theta_{\max}-T_0=D.$$

It remains to return from $\theta$ to $T$. For the given conductivity

$$\theta-T_0=\frac{1}{k_0}\int_{T_0}^{T}\frac{k_0T_0}{T'}\,dT'=T_0\ln\frac{T}{T_0}.$$

Dividing by $T_0$ and exponentiating,

$$T=T_0\exp\!\left(\frac{\theta-T_0}{T_0}\right).$$

Since $T$ increases with $\theta$, both peak in the middle, and

$$\boxed{T_p=T_0\,e^{D/T_0}}$$

For $D=T_0=300$ K this is $300\,e$ K $=815$ K, or 542 °C. The rise is 515 K instead of 300 K. A numerical solution of the original nonlinear equation, made directly in $T$ without the transformation, also gives 815.48 K.

The number $e$ appears because the power was chosen to make $D$ equal to $T_0$. The logarithm has no upper bound, so in this model a steady solution exists for every finite power. The predicted runaway came from the faulty step.

## Reading the result

**Weak heating.** For $D\ll T_0$, expanding the exponential gives

$$T_p\approx T_0+D+\frac{D^2}{2T_0}.$$

The tempting equation can be solved when $D<T_0$. It gives $T_p=T_0/(1-D/T_0)\approx T_0+D+D^2/T_0$, whose first correction is already twice too large. For $D=30$ K the correct series gives 331.50 K and the full formula 331.55 K.

**Effective conductivity.** A constant conductivity $k_e$ reproduces the right peak if $Dk_0/k_e=T_0(e-1)$. With $D=T_0$ this means $k_e=k_0/(e-1)$. For $k_0=100$ W/(m K) it is 58 W/(m K), between the 100 at the ends and the 37 at the peak. Using the peak value throughout would give 1115 K.

**Gradients.** Let $s=2x/L-1$, which runs from $-1$ to $1$. Then $4x(L-x)/L^2=1-s^2$, so $\theta-T_0=D(1-s^2)$. Since $ds/dx=2/L$, it follows that $d\theta/dx=-4Ds/L$, and

$$\left|\frac{dT}{dx}\right|=\frac{T}{T_0}\left|\frac{d\theta}{dx}\right|=\frac{4D}{L}\,|s|\,e^{(D/T_0)(1-s^2)} .$$

At the ends this is $4D/L$, the same as for constant $k_0$, because the ends carry the same heat at the same conductivity. For $D=T_0$ the derivative of $|s|e^{-s^2}$ is proportional to $1-2s^2$, so the steepest place is $|s|=1/\sqrt2$, inside the line. The gradient there is $2\sqrt2\,e^{1/2}\,T_0/L$.

**Mean temperature.** For $D=T_0$ the average over the line is

$$\overline T=\frac{T_0}{2}\int_{-1}^{1}e^{1-s^2}ds=T_0\,e\,\frac{\sqrt\pi}{2}\,\mathrm{erf}(1)=609\ \text{K}.$$

With constant $k_0$ it would be $T_0+2D/3=500$ K.

**Sensitivity.** Differentiation gives $dT_p/dD=T_p/T_0$, here $e$. One per cent more power raises $D$ by 3 K and the peak by about 8 K.

## A line in numbers

Take $L=10$ µm, a square cross-section of side $w=500$ nm, $k_0=100$ W/(m K) and an electrical resistivity $\rho=5$ mΩ cm $=5\times10^{-5}$ Ω m. The heating needed for $D=300$ K is

$$q=\frac{8k_0D}{L^2}=\frac{8\times100\times300}{(10^{-5})^2}=2.4\times10^{15}\ \text{W/m}^3 .$$

The total power is $P=qw^2L=6.0$ mW. Joule heating is $q=J^2\rho$, so

$$J=\sqrt{q/\rho}=0.69\ \text{MA/cm}^2 .$$

The current is $Jw^2=1.73$ mA and the voltage $J\rho L=3.46$ V; their product is again 6.0 mW. The end gradient is $4\times300/10=120$ K/µm, and the steepest gradient, 140 K/µm, lies 1.46 µm from each end.

| $x$ (µm) | $\theta-T_0$ (K) | $T$ (K) |
|---|---|---|
| 0 | 0 | 300 |
| 1 | 108 | 430 |
| 2 | 192 | 569 |
| 3 | 252 | 695 |
| 4 | 288 | 784 |
| 5 | 300 | 815 |

## What the model leaves out

Each effect below is taken alone, with the total power held at 6.0 mW.

**The conductivity law.** Suppose $k=k_0(T_0/T)^n$ with $n\ne1$. Kirchhoff's integral, evaluated at the peak, gives

$$D=\frac{T_0}{1-n}\left[\left(\frac{T_p}{T_0}\right)^{1-n}-1\right],\qquad T_p=T_0\left[1+(1-n)\frac{D}{T_0}\right]^{1/(1-n)} .$$

For $n=0.7$ the peak is 719 K, and for $n=1.3$ it is 985 K. When $n>1$ the integral stays below $T_0/(n-1)$ however high the temperature. A steady state then requires $D<T_0/(n-1)$, which is 1000 K for $n=1.3$. Such a law thus has a limit of the runaway kind, well above the present power. A silicon line would melt before reaching it: for $n=1.3$ the formula puts the peak at the melting point, about 1687 K, already at $D\approx404$ K.

Surfaces and dopants add to the thermal resistivity. As a simple model, take their part as independent of temperature. Let the bulk part be proportional to $T$, with a bulk conductivity $k_b=150$ W/(m K) at 300 K, and let the constant part make up the difference to $k_0$:

$$R(T)=\frac1{k(T)}=\frac1{k_0}+\frac1{k_b}\left(\frac{T}{T_0}-1\right).$$

Since $dR/dT=1/(k_bT_0)$, the integral of $1/R$ from $T_0$ to $T_p$ is $k_bT_0\ln[k_0R(T_p)]$. Setting it equal to $k_0D$ and solving for $T_p$,

$$T_p=T_0\left[1+\frac{k_b}{k_0}\left(e^{k_0D/(k_bT_0)}-1\right)\right]=726\ \text{K},$$

which is 89 K below the $1/T$ result. The size of this drop depends strongly on the assumed bulk law. If the bulk resistivity grows as $T^{1.3}$ instead, numerical integration gives a peak of 805 K, only 10 K below the $1/T$ result.

**Warm pads.** Each pad receives $P/2$. Model the contact as a hemisphere of radius $a$ with the area of the cross-section, $2\pi a^2=w^2$, so $a=199$ nm. Let the pad follow the same $1/T$ law. Through every hemisphere of radius $r$ flows $-k_0\,2\pi r^2\,d\theta/dr=P/2$. Integrating from far away, where $\theta=T_0$, down to $a$ gives a rise

$$D_{\rm pad}=\frac{P}{4\pi k_0a}=24\ \text{K}.$$

This raises $\theta$ by the same amount everywhere in the line, so the exponents add: $T_p=T_0e^{(D+D_{\rm pad})/T_0}=883$ K. A pad effect of 24 K moves the peak by 68 K. The hemisphere assumes a pad much thicker than the line. In a pad made from the same thin film, the heat spreads in only two dimensions and the rise grows with the logarithm of the distance $R$ to the heat sink, $D_{\rm pad}\approx\frac{P}{2\pi k_0w}\ln\frac{4R}{w}$. For $R$ between 5 and 100 µm this is about 70 to 130 K, and the peak becomes about 1030 to 1250 K. Even for a thick pad the estimate is rough, because Fourier's law is doubtful near the contact if the phonons that carry much of the heat have mean free paths comparable with $a$.

**Uneven heating.** If the resistivity rises by $10^{-3}$ per kelvin of warming, relative to its value at 300 K, more of the fixed power is released near the middle. The numerical solution then peaks at 884 K. Fixed current is a different and more dangerous case, because the total power then rises with the temperature. With this linear resistivity law and the $1/T$ conductivity, a steady state exists only up to about 1.61 mA, so at a fixed 1.73 mA this model does run away. Two effects act together here: the feedback from the resistivity, which the model with uniform heating does not contain, and the falling conductivity. With the same feedback but constant $k_0$, the heat balance is linear and gives $T_p=T_0+(1/\cos\beta-1)/\alpha$, where $\alpha=10^{-3}$ K⁻¹ and $\beta^2=2\alpha D$. At 1.73 mA that line would be steady, with a peak of 699 K. The limit of 1.61 mA is not a prediction for a real line: the formal peak there is about 1770 K, above the melting point of silicon, and well below that temperature carriers released by heat lower the resistivity and can halt the rise.

**Thomson heat.** A current in a temperature gradient absorbs heat $\tau J\,dT/dx$ per unit volume. With constant $\tau=0.2$ mV/K and positive $J$, heat is absorbed before the hot spot and released after it. The hot spot lies 119 nm from the middle, displaced along the current; when the current is reversed, it lies equally far on the other side of the middle. In heavily doped p-type silicon the diffusion of holes makes $\tau$ positive, as assumed here; in heavily doped n-type silicon, which is what 5 mΩ cm at $10^{19}$ cm⁻³ corresponds to, the diffusion of electrons makes it negative, and the shift is against the current. The value 0.2 mV/K is generous: for a parabolic band, diffusion alone gives at most $3k_B/(2e)=0.13$ mV/K in size, or a shift of about 77 nm. These signs hold only while the majority carriers dominate. At $10^{19}$ cm⁻³ thermally released minority carriers reverse the sign of $\tau$ between the present peak temperature and about 1000 K, and phonon drag, left out here, can change it near room temperature. The peak changes by less than 1 K. It has to be the same for both directions, since reversing the current gives the mirror image, so the change has no term linear in $J\tau$ at fixed Joule heating.

**Smaller effects.** Even a black surface, entirely at the peak temperature, would radiate a net power below $10^{-4}$ of the total to surroundings at 300 K. For a doping of $10^{19}$ cm⁻³, the intrinsic carrier density at the peak is estimated at $1.4\times10^{17}$ cm⁻³ from rough masses; empirical fits give 1.6 to $1.8\times10^{17}$ cm⁻³, and gap narrowing at this doping may raise the effective value to about $3\times10^{17}$ cm⁻³. All of these are far below the doping, so the dopants still set the carrier number.

## Beside a real heater

Doped-silicon lines can serve as heaters for phase-change material. The values of $k_0$, $\rho$ and doping used here are rough typical ones, and $k_0$ may well be lower in so thin and heavily doped a line; the length is far greater than that of a dense memory cell. A peak near 815 K would lie above the crystallisation temperature of a common germanium–antimony–tellurium alloy and somewhat below its melting point, roughly 900 K. For a bare suspended line, the pure $1/T$ law, the cold ends and the uniform heating are the assumptions that matter most among those examined. With thick pads, the estimates above lower the peak by about 10 to 100 K or raise it by about 70 to 170 K; pads made from the same thin film can raise it by 200 K or more. These figures hold for each effect alone, at fixed total power. The value of $k_0$ matters at least as much: at the same 6.0 mW, $k_0=80$ W/(m K) gives $D=375$ K and a peak of $300\,e^{1.25}=1047$ K. The 815 K is thus the answer for the stated model; the peak of a real line of this kind can differ from it by several hundred kelvin. A line lying on oxide or covered by memory material also loses heat through its sides. That can lower the peak by hundreds of kelvin at fixed power. With a side loss of 2.1 W per metre of line and per kelvin, a rough value for 1 µm of oxide on a substrate at 300 K, the $1/T$ law gives a peak of only about 480 K at 6.0 mW. The comparison with the phase-change alloy above therefore applies only to a bare suspended line. Most of the computed values are collected in the numerical output.

## Computed values

```
End temperature T0: 300 K; constant-k rise D: 300 K
Line length: 10 um; width and height: 500 nm
Conductivity k0 at 300 K: 100 W/(m K)
Resistivity: 5.0 mOhm cm
Heating density q: 2.400e+15 W/m^3
Total power: 6.00 mW
Current density: 0.693 MA/cm2
Current: 1.732 mA; voltage: 3.464 V
Peak, constant k, numerical: 600.00 K
Peak, k ~ 1/T, formula: 815.48 K
Peak, k ~ 1/T, direct numerical: 815.48 K
Peak in Celsius: 542.3 C
True peak rise: 515.48 K
x = 0 um: constant-k rise 0.0 K, T = 300.0 K
x = 1 um: constant-k rise 108.0 K, T = 430.0 K
x = 2 um: constant-k rise 192.0 K, T = 568.9 K
x = 3 um: constant-k rise 252.0 K, T = 694.9 K
x = 4 um: constant-k rise 288.0 K, T = 783.5 K
x = 5 um: constant-k rise 300.0 K, T = 815.5 K
Mean temperature, k ~ 1/T: 609.0 K
Mean temperature, constant k: 500.0 K
Gradient at the ends: 120.0 K/um
Steepest gradient: 139.9 K/um
Steepest place, from the end: 1.464 um
Conductivity at the peak: 36.79 W/(m K)
Equivalent constant conductivity: 58.20 W/(m K)
Peak if k at the peak is used throughout: 1115.5 K
Small case D = 30 K: peak 331.55 K
Small case, second-order series: 331.50 K
Peak change for 1% more power, numerical: 8.20 K
Peak change for 1% more power, linear: 8.15 K
Neglected effects, each taken alone:
Peak for k ~ T^-0.7: 719.3 K (-96.1 K)
Peak for k ~ T^-1.3: 985.1 K (+169.6 K)
Limiting D for k ~ T^-1.3: 1000 K
Bulk lattice conductivity at 300 K: 150 W/(m K)
Peak with constant scattering: 726.5 K (-89.0 K)
Hemisphere radius: 199.5 nm
Pad constant-k rise: 23.9 K; end at 324.9 K
Peak with warm pads: 883.2 K (+67.7 K)
Resistivity coefficient: 0.0010 per K
Peak with rising resistivity, same power: 883.6 K (+68.1 K)
Thomson coefficient: 0.2 mV/K
Thomson hot-spot shift: 119 nm
Thomson peak change: -0.77 K
Radiation bound / power: 8.2e-05
Doping: 1.0e+19 cm^-3; hot gap: 0.95 eV
DOS masses, electron and hole: 1.1, 1.0 m_e
Intrinsic density at peak: 1.4e+17 cm^-3
Phonon mean free path: 200 nm; over length: 0.020
```
